# Why Low-Permittivity Surroundings Deepen a Shallow Donor in a Nanowire

## A donor at the centre of a sphere

Place a donor ion of charge \(+1\) at the centre of a semiconductor sphere of radius \(R\) and permittivity \(\epsilon_i\), in a medium of permittivity \(\epsilon_o\). Formulas are in Hartree atomic units. Gauss's law gives the field \(1/(\epsilon_i r^2)\) inside and \(1/(\epsilon_o r^2)\) outside. Integrating inwards from infinity, first to the surface and then to \(r<R\), gives the potential

\[
V(r)=\frac{1}{\epsilon_oR}+\frac1{\epsilon_i}\left(\frac1r-\frac1R\right)
=\frac1{\epsilon_i r}+\frac1R\left(\frac1{\epsilon_o}-\frac1{\epsilon_i}\right).
\]

The first term is the bulk-screened attraction. The second comes from polarization charge that the ion induces on the surface. It is constant inside, and positive when \(\epsilon_o<\epsilon_i\). An electron confined inside the sphere has potential energy \(-V\), so its level drops by this constant, and its wavefunction does not change.

The electron also polarizes the surface and so has an image energy of its own. That energy is present with or without the donor, so it is not part of the donor's attraction. A wire keeps this separation, and it lets the electron escape along the axis, which gives ionization its usual meaning.

"Image-charge energy" and "weaker screening" are therefore not two gains to be added. The attraction by the donor's image charges *is* the weakened screening.

## The wire and its image potential

The model is a long cylinder with a sharp dielectric boundary and static linear response. The electron has one isotropic mass \(m\) and is confined by a hard wall at \(R\). One donor lies on the axis. Binding means

\[
E_b=E_{\rm edge}-E_0,
\]

where \(E_{\rm edge}\) is the lowest subband edge of the same wire without the donor, and \(E_0\) is the donor ground state.

For a unit charge at radius \(\rho'\), the Coulomb potential separates into cylindrical waves:

\[
\frac1{|\mathbf r-\mathbf r'|}=\frac2\pi\sum_{n=-\infty}^{\infty}\int_0^\infty\!dk\,
\cos[k(z-z')]\,e^{in(\theta-\theta')}I_n(k\rho_<)K_n(k\rho_>).
\]

Here \(\rho_<\) and \(\rho_>\) are the smaller and larger of \(\rho,\rho'\), and \(I_n,K_n\) are modified Bessel functions. Between the source and the surface, each wave has the source factor \(I_n(k\rho')\). Apart from this factor and \(1/\epsilon_i\), its radial part is \(K_n+C_nI_n\) inside and \(D_nK_n\) outside, since the field must stay finite on the axis and vanish at infinity. With \(x=kR\), continuity of the potential and of the normal displacement requires

\[
K_n+C_nI_n=D_nK_n,\qquad
\epsilon_i(K_n'+C_nI_n')=\epsilon_oD_nK_n',
\]

all at argument \(x\). The first equation gives \(D_n=1+C_nI_n/K_n\). Substituting it in the second and collecting \(C_n\),

\[
C_n\left(\epsilon_iI_n'-\epsilon_o\frac{I_nK_n'}{K_n}\right)=(\epsilon_o-\epsilon_i)K_n',
\]

\[
C_n=\frac{(\epsilon_i-\epsilon_o)K_nK_n'}{\epsilon_oI_nK_n'-\epsilon_iI_n'K_n}.
\]

Because \(K_n'<0\) and \(I_n'>0\), every \(C_n\) is positive for \(\epsilon_o<\epsilon_i\). A donor on the axis excites \(n=0\) alone, since \(I_n(0)=0\) for \(n\ne0\). With \(K_0'=-K_1\) and \(I_0'=I_1\),

\[
C_0=\frac{(\epsilon_i-\epsilon_o)K_0K_1}{\epsilon_iI_1K_0+\epsilon_oI_0K_1}.
\]

The potential is \(V=1/(\epsilon_i r)+U\), where the donor's image part is

\[
U(\rho,z)=\frac2{\pi\epsilon_i}\int_0^\infty dk\,\cos(kz)\,I_0(k\rho)\,C_0(kR).
\]

## How screening fails with distance

Long distances correspond to small \(x\), where \(I_0\to1\), \(I_1\to x/2\) and \(K_1\to1/x\). The total axial amplitude becomes

\[
K_0+C_0\simeq K_0\,\frac{\epsilon_i+\epsilon_ix^2K_0/2}{\epsilon_o+\epsilon_ix^2K_0/2}
\simeq\frac{\epsilon_i}{\epsilon_o}\left[K_0-\frac12\left(\frac{\epsilon_i}{\epsilon_o}-1\right)x^2K_0^2\right].
\]

The first term transforms to \(1/(\epsilon_o|z|)\): far along the wire, the surroundings alone set the screening, because most field lines have left the wire.

The second term shows how this limit is approached. Let \(\zeta=|z|/R\). At small \(x\), \(K_0\simeq-\ln x+c\), with \(c=\ln2-\gamma\) and \(\gamma\) Euler's constant. The large-\(\zeta\) transforms follow from

\[
\frac2\pi\int_0^\infty x^s\cos(x\zeta)\,dx=-\frac2\pi\Gamma(1+s)\sin\frac{\pi s}2\,\zeta^{-1-s}
=-\frac s\zeta\left[1-s(\gamma+\ln\zeta)+\dots\right],
\]

understood by analytic continuation. The coefficients of \(s\) and \(s^2/2\) give \(\ln x\to-1/\zeta\) and \(\ln^2x\to2(\gamma+\ln\zeta)/\zeta\). Hence \(K_0^2\to2\ln(2\zeta)/\zeta\). A factor \(-x^2\) acts as two derivatives in \(\zeta\), which yield \(2[2\ln(2\zeta)-3]/\zeta^3\), so

\[
V(0,z)\simeq\frac1{\epsilon_o|z|}\left[1+\left(\frac{\epsilon_i}{\epsilon_o}-1\right)\frac{2\ln(2\zeta)-3}{\zeta^2}\right].
\]

A smaller term proportional to \(x^2K_0\) has been dropped, along with higher powers of \(x\). On the axis it would change the \(-3\) to \(-3+\epsilon_o/(2\epsilon_i)\), a shift of only 0.06 for \(\epsilon_i=9\) and \(\epsilon_o=1\). For \(\epsilon_o<\epsilon_i\) the correction is positive at large \(\zeta\), so the attraction there exceeds that of a charge in the outer medium alone: the wire guides some flux along its axis. The effective permittivity thus falls below \(\epsilon_o\) before returning to it.

For \(\epsilon_i=9\), \(\epsilon_o=1\) and \(R=2.5\) nm, the computed effective permittivity, taken as \(\epsilon_i\) times the attraction in a matched wire (\(\epsilon_o=\epsilon_i\)) divided by the attraction in air, both averaged over the lowest subband, is 1.66 at 2.5 nm, 0.83 at 25 nm and 0.99 at 250 nm. At 25 nm, \(\zeta=10\) and the formula's correction is \(8\times2.99/100=0.24\), giving \(1/1.24=0.81\), close to the computed 0.83. No single permittivity describes this donor.

## Where the electron's own image goes

Building up a charge \(q\) from zero to one against its own induced potential costs \(\int_0^1q\,dq=1/2\) times the final induced potential. The electron's self-image energy is therefore

\[
S(\rho)=\frac1{\pi\epsilon_i}\sum_{n=-\infty}^{\infty}\int_0^\infty dk\,I_n(k\rho)^2C_n(kR).
\]

It is positive for \(\epsilon_o<\epsilon_i\), and \(U(0,0)=2S(0)\). The Hamiltonian is

\[
H=-\frac{\nabla^2}{2m}+S(\rho)-V(\rho,z).
\]

Translation symmetry makes \(S\) independent of \(z\). If the electron keeps one normalized transverse function \(\phi(\rho)\), with transverse kinetic energy \(T_\perp\), then

\[
E_{\rm edge}=T_\perp+\langle S\rangle_\phi,\qquad
E_0=T_\perp+\langle S\rangle_\phi+\varepsilon_0,
\]

where \(\varepsilon_0<0\) is the lowest energy of axial motion in the averaged attraction. Subtraction gives \(E_b=-\varepsilon_0\), and the self-image cancels exactly within this one-subband model. When the donor mixes subbands, the bound state has a slightly different transverse shape and a small remainder survives.

## The size of the gain

Compare two wires with the same radius, mass, inner permittivity and donor position. One is matched, \(\epsilon_o=\epsilon_i\); the other has \(\epsilon_o<\epsilon_i\). With \(S\) omitted from both, their edges coincide and \(H_{\rm mis}=H_{\rm mat}-U\). Using each ground state as a trial state for the other Hamiltonian,

\[
E_{\rm mis}\le E_{\rm mat}-\langle U\rangle_{\rm mat},\qquad
E_{\rm mat}\le E_{\rm mis}+\langle U\rangle_{\rm mis}.
\]

The gain \(\Delta E_b=E_{\rm mat}-E_{\rm mis}\) is therefore enclosed:

\[
\langle U\rangle_{\rm mat}\le\Delta E_b\le\langle U\rangle_{\rm mis}.
\]

These bounds attribute the gain to the donor's images.

A simple estimate follows because the image charges lie on the surface, so \(\nabla^2U=0\) inside. To second order about the donor,

\[
U\simeq U(0,0)-b\left(z^2-\frac{\rho^2}{2}\right),\qquad
b=\frac1{\pi\epsilon_i}\int_0^\infty dk\,k^2C_0(kR).
\]

For a spherical charge cloud, \(\langle z^2\rangle=\langle\rho^2\rangle/2\) and the correction averages to zero. For a compact donor state, then,

\[
\Delta E_b\simeq U(0,0)=2S(0)\propto\frac1R .
\]

The last step follows from the substitution \(k=x/R\) at fixed permittivities. An axially stretched cloud gains slightly less.

## One energy, two ways of counting

For \(\epsilon_o<\epsilon_i\), the same gain can be read from total energies. For charges \(q_j\) at \((\rho_j,\theta_j,z_j)\), the image energy is half the sum of charge times induced potential:

\[
W=\frac1{\pi\epsilon_i}\sum_n\int_0^\infty dk\,C_n
\left|\sum_jq_jI_n(k\rho_j)e^{i(n\theta_j+kz_j)}\right|^2\ge0 .
\]

Expanding the square and adding the terms \(\pm n\) recovers the cosine form of the potential. For the ion and electron, the diagonal terms are \(S(0)\) and \(S(\rho)\), and the cross term is \(-U\), so

\[
W=S(0)+S(\rho)-U(\rho,z)\ge0 .
\]

A neutral donor has a small \(W\), because its opposite charges induce nearly cancelling surface charges. Ionization separates them, and each then pays its own image energy. One may say that the donor's images attract the electron, or that separated charges cost more image energy. Adding the two accounts would count the gain twice.

## A 5 nm wire in numbers

Take \(R=2.5\) nm, \(m=0.20\) and \(\epsilon_i=9\), rough values for an indium-oxide-like semiconductor. The bulk donor radius is \(\epsilon_i/m=45\) bohr, or 2.38 nm, and the bulk binding is \(m/(2\epsilon_i^2)\), or 33.6 meV. The wire calculation includes mixing of radial subbands.

With \(S\) omitted, the bindings are:

| Surroundings | \(\epsilon_o\) | \(E_b\) (meV) |
|---|---:|---:|
| High-permittivity medium | 20 | 77 |
| Matched medium | 9 | 105 |
| Silica-like oxide | 3.9 | 163 |
| Air | 1 | 379 |

Confinement alone raises the binding from 34 to 105 meV. Replacing the matched medium by air adds 274.6 meV, between the computed bounds of 273.8 and 275.2 meV. High-permittivity surroundings reverse the sign of \(U\) and lower the binding below the matched value, although it stays above the bulk value.

Restoring the electron's self-image in air raises the subband edge by 152.7 meV but changes the binding only from 379.2 to 380.8 meV. Relative to the matched wire, the bound level falls by 123.4 meV. The edge rises and the level falls, and together they give the gain with the self-image included: \(152.7+123.4=276.1\) meV, slightly more than the 274.6 meV found without it.

In total-energy terms, the ion's image energy is 139.4 meV and the bound electron's is 150.9 meV. Their mutual image attraction is 275.2 meV, leaving

\[
139.4+150.9-275.2=15.1\ \text{meV}
\]

for the neutral donor. It avoids most of the image cost, as the second account requires.

The estimate \(2S(0)\) gives \(2\times139.4=279\) meV, within 2% of the computed gain. Scaling it as \(1/R\) predicts 139 meV at 5 nm and 70 meV at 10 nm. The computed gains are \(204.0-65.2=138.8\) meV and \(113.8-44.1=69.7\) meV. A larger basis raises both bindings at 10 nm by about 0.1 meV and leaves the gain unchanged. For these permittivities, a compact donor on the axis and no gate, a working rule, which overestimates the gain by 2% at \(R=2.5\) nm and by about 5% at 1 nm as the cloud stretches along the axis, is

\[
\Delta E_b\approx\frac{0.70\ \text{eV nm}}R .
\]

## What it does to carriers

Consider one donor and one electron at 300 K in a wire segment 509 nm long, which corresponds to \(10^{17}\ \text{cm}^{-3}\). The calculation keeps the lowest transverse subband and all its axial states on the numerical grid, weighted by Boltzmann factors. In the matched wire, 37% of the population lies above the subband edge. In air the share rounds to 0.00%.

The thermal energy is 25.9 meV, and the one-subband binding in air is 374.7 meV. The Boltzmann factor between edge and ground state is thus \(e^{-374.7/25.9}\approx5\times10^{-7}\). The many axial states of a long segment favour escape, but not enough to offset this factor.

The donor's attraction is still 5.7 meV at half the donor spacing. That is below the thermal energy, but it shows how far the tail reaches. At higher densities, neighbouring donors and mobile carriers must be included, and the isolated-donor picture loses its footing.

## Which assumptions move the answer

These estimates change one assumption at a time and should not be summed. Unless stated otherwise, the reference is the 379 meV binding in air with \(S\) omitted.

**Lattice response.** This is the largest of the single changes listed here. Static permittivity assumes that the ions of the lattice follow the electron. The calculated binding far exceeds a rough optical-phonon energy of 50 meV, so that assumption is doubtful here. Replacing 9 by a rough optical value of 4 raises the binding to 586 meV. Neither number is a prediction for a real donor; a quantitative treatment needs the coupled electron–phonon problem.

**A gate.** A surrounding metal gate across a 5 nm gap cuts off the long-range potential. The binding falls to 249 meV with an air gap. With a silica-like gap it falls from 163 to 122 meV, 18 meV above the ungated matched value.

**Donor position.** Within one subband, moving the donor from the axis to the surface lowers the binding from 375 to 322 meV. The electron avoids the wall, so the direct attraction weakens.

**Wavefunction leakage.** Outside a finite barrier the wavefunction decays at rate \(\kappa=\sqrt{2(V_b-E)}\), taking the free-electron mass there, with \(V_b\) the barrier height and \(E\) the confinement energy. If it vanishes linearly at \(R+\delta\) when continued from inside, continuity of \(\psi'/(m\psi)\) gives \(1/(m\delta)=\kappa\), so \(\delta=1/(m\kappa)\). For a rough 4 eV barrier and the 176 meV confinement energy, \(\delta=0.50\) nm. Enlarging the whole wire by this amount lowers the binding to 322 meV. Most of this drop comes from moving the dielectric boundary too: by the \(1/R\) rule, the image gain falls by \(0.70/2.5-0.70/3.0=0.047\) eV, or 47 of the 57 meV. Leakage alone is therefore a much smaller correction, of order 10 meV.

**Band shape.** For a rough nonparabolicity of \(0.5\ \text{eV}^{-1}\), the mass at the confinement energy rises to 0.233. The binding becomes 385 meV, a minor change.

**Strong fields.** The bound state has an axial rms size of 1.26 nm. Dividing its binding by this length gives about 3 MV/cm, but the donor ionizes far below that field. An axial field \(F\) tilts the long-range tail \(-1/(\epsilon_o|z|)\) and lowers the top of the barrier to \(2\sqrt{F/\epsilon_o}\) below the subband edge. If the level itself hardly shifts, the barrier disappears at \(F\simeq\epsilon_oE_b^2/4\), roughly 0.25 MV/cm in air. This is an estimate, because the barrier top lies only a few nanometres from the donor, where the tail has not fully reached its long-range form. At still lower fields the electron can tunnel out, given time.

**The donor's chemistry.** The electron density at the ion is between 5 and 6 times the bulk value. To first order, a short-range chemical shift known from the bulk is magnified by the same factor. The model contains no such shift.

A field-effect transistor has a gate separated from its channel by an insulator. Of the cases computed here, the wire with a silica-like gap and a gate is nearest to such a device. Within the static model, going from ungated air to these surroundings moves the binding from 379 to 122 meV. Surface atomic structure and a permittivity that varies near the surface remain outside all these estimates.

## What to do about it

If dopants must supply carriers, avoid combining a small radius with low-permittivity surroundings and a distant gate. At fixed inner permittivity, a larger radius, a higher outer permittivity or a nearby gate reduces the binding in the cases computed here. The choice must still satisfy the limits on leakage, capacitance and interface quality, which this model does not treat.

When calculating the binding, take the edge and the donor level from the same treatment of image energy. Adding \(S\) to the edge but leaving it out of the bound state would falsely deepen this donor by about 150 meV. Adding it to the bound state alone would make a similar error of opposite sign.

When comparing wires, state what is held fixed. Comparison with bulk combines confinement and dielectric mismatch; comparison with a matched wire of the same radius isolates the mismatch. The numerical output lists the values behind both comparisons.

## Table of computed values

```
Wire radius: 2.5 nm
Effective mass: 0.20 electron masses
Static wire permittivity: 9.0
Air / oxide permittivity: 1.0 / 3.9
High-permittivity surroundings: 20.0
Bulk donor radius: 2.38 nm
Bulk binding: 33.6 meV
Wide-wire energy / bulk binding: -0.9945
Lowest confinement energy: 176.3 meV
Bindings below omit electron self-image unless stated
Binding, matched: 104.6 meV
Binding, oxide: 162.7 meV
Binding, air: 379.2 meV
Binding, high permittivity: 76.7 meV
Binding gain, air minus matched: 274.6 meV
Lower bound on gain: 273.8 meV
Upper bound on gain: 275.2 meV
Binding, air, with self-image: 380.8 meV
Subband edge shift from self-image: 152.7 meV
Donor level shift, full air minus matched: -123.4 meV
Ion self-image energy: 139.4 meV
Bound-electron self-image energy: 150.9 meV
Donor-image attraction in full state: 275.2 meV
Remaining neutral-donor image energy: 15.1 meV
Effective permittivity at 2.5 nm: 1.66
Effective permittivity at 25.0 nm: 0.83
Effective permittivity at 250.0 nm: 0.99
R=5 nm, matched / air binding: 65.2 / 204.0 meV
R=10 nm, matched / air binding: 44.1 / 113.8 meV
Temperature: 300 K
Thermal energy: 25.9 meV
Donor density: 1.0 x 1e17 cm^-3
Donor spacing: 509.3 nm
Population above edge, matched: 37.26 %
Population above edge, air: 0.00 %
Air attraction at half spacing: 5.7 meV
Gate gap: 5.0 nm
Binding, gated air: 248.6 meV
Binding, gated oxide: 122.4 meV
One-subband binding, axis donor in air: 374.7 meV
One-subband binding, surface donor in air: 322.4 meV
Optical wire permittivity, rough: 4.0
Optical phonon energy, rough: 50.0 meV
Air binding with optical permittivity: 585.8 meV
Nonparabolicity, rough: 0.5 eV^-1
Nonparabolic mass: 0.233 electron masses
Air binding with this mass: 384.9 meV
Surface barrier, rough: 4.0 eV
Wavefunction leakage length: 0.50 nm
Air binding with radius plus leakage: 321.8 meV
Axial rms size, full air state: 1.26 nm
Characteristic ionizing field: 3.03 MV/cm
Donor-site density / bulk value: 5.1
```
